# Self-trapping by short-range coupling in one, two and three dimensions: test program

```python
"""
Scaling of the adiabatic short-range polaron in d = 1, 2, 3 dimensions.

Energy from the band bottom, with the classical deformation eliminated:
    E = (hbar^2/2m) X - (g/2) Q,  X = int |grad psi|^2,  Q = int |psi|^4,
    g = D^2/K (D: local coupling, K: stiffness), int |psi|^2 = 1.
Result under test, with C_d the largest value of Q / X^(d/2):
    d=1: bound state at every g, E = -m g^2 C_1^2 / (8 hbar^2)
    d=2: free state unstable only for g > hbar^2 / (m C_2)
    d=3: free state behind a barrier 2 hbar^6 / (27 m^3 g^2 C_3^2)
Lattice version: hopping t = hbar^2/(2 m a^2), site coupling S = g/a^d.
Lattice routines use t = 1 and a = 1.
"""
from itertools import combinations_with_replacement, permutations

import numpy as np
from scipy import constants as const
from scipy.fft import dctn, idctn
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.sparse import csc_matrix, diags
from scipy.sparse.linalg import splu

AREA = {1: 2.0, 2: 2 * np.pi, 3: 4 * np.pi}   # surface of the unit sphere


# ---------- scaling and inequalities on irregular shapes ----------
def irregular_shape(dim, scale, n=48, box=16.0):
    """Squared gradient norms per axis and Q of a normalized lumpy function."""
    rng = np.random.default_rng(7 + dim)
    x = (np.arange(n) - n // 2) * box / n
    grid = np.meshgrid(*[x] * dim, indexing="ij")
    psi = np.zeros([n] * dim)
    for amplitude in (1.0, 0.7, -0.4):
        centre = rng.uniform(-1.2, 1.2, dim)
        width = rng.uniform(0.9, 1.2, dim)
        expo = sum(((q / scale - c) / w) ** 2
                   for q, c, w in zip(grid, centre, width))
        psi += amplitude * np.exp(-expo / 2)
    cell = (box / n) ** dim
    psi /= np.sqrt(np.sum(psi ** 2) * cell)
    power = np.abs(np.fft.fftn(psi)) ** 2
    k = 2 * np.pi * np.fft.fftfreq(n, box / n)
    kgrid = np.meshgrid(*[k] * dim, indexing="ij")
    grads = np.array([np.sum(q ** 2 * power) / power.sum() for q in kgrid])
    return grads, np.sum(psi ** 4) * cell


for dim in (1, 2, 3):
    grads_one, q_one = irregular_shape(dim, 1.0)
    grads_small, q_small = irregular_shape(dim, 0.75)
    assert abs(grads_small.sum() / grads_one.sum() * 0.75 ** 2 - 1) < 1e-4
    assert abs(q_small / q_one * 0.75 ** dim - 1) < 1e-4
    assert q_one <= np.sqrt(np.prod(grads_one))


# ---------- best constants: shooting versus sums of Gaussians ----------
def shoot(dim, centre_value, r_end, stop):
    def rhs(r, y):
        R, P = y[0], y[1]
        w = AREA[dim] * r ** (dim - 1)
        return [P, R - R ** 3 - (dim - 1) * P / r,
                w * R * R, w * P * P, w * R ** 4]

    def crosses(r, y):
        return y[0]

    def turns(r, y):
        return y[1]
    crosses.terminal = turns.terminal = True
    crosses.direction, turns.direction = -1, 1
    r0 = 1e-4
    ball = AREA[dim] * r0 ** dim / dim      # volume inside the starting radius
    curve = (centre_value - centre_value ** 3) / dim
    start = [centre_value + curve * r0 ** 2 / 2, curve * r0,
             ball * centre_value ** 2, 0.0, ball * centre_value ** 4]
    return solve_ivp(rhs, (r0, r_end), start, method="DOP853", rtol=1e-10,
                     atol=1e-12, events=[crosses, turns] if stop else None)


def soliton(dim):
    """Norm N, gradient X and quartic Q of the nodeless R(r)."""
    low, high = 1.2, 6.0
    for _ in range(50):
        mid = (low + high) / 2
        run = shoot(dim, mid, 30.0, True)
        if len(run.t_events[0]):
            high = mid
        else:
            low = mid
    return shoot(dim, (low + high) / 2, 10.0, False).y[2:, -1]


def gaussian_quotient(dim, coeff, expo):
    """Q / (X^(d/2) N^((4-d)/2)) of a sum of Gaussians, exact integrals."""
    s = expo[:, None] + expo[None, :]
    cc = np.outer(coeff, coeff)
    overlap = cc * (np.pi / s) ** (dim / 2)
    N = overlap.sum()
    X = np.sum(overlap * 2 * dim * np.outer(expo, expo) / s)
    s4 = s[:, :, None, None] + s[None, None, :, :]
    Q = np.einsum("ij,kl,ijkl", cc, cc, (np.pi / s4) ** (dim / 2))
    return Q / (X ** (dim / 2) * N ** ((4 - dim) / 2))


norm, best, single, summed = {}, {}, {}, {}
for dim in (1, 2, 3):
    N, X, Q = soliton(dim)
    assert abs(X / N - dim / (4 - dim)) < 1e-5
    assert abs(Q / N - 4 / (4 - dim)) < 1e-5
    norm[dim] = N
    best[dim] = Q / (X ** (dim / 2) * N ** ((4 - dim) / 2))
    single[dim] = gaussian_quotient(dim, np.ones(1), np.ones(1))
    assert abs(single[dim] / (1 / (np.pi * dim)) ** (dim / 2) - 1) < 1e-12
    fit = minimize(
        lambda p: -np.log(gaussian_quotient(dim, p[:4], np.exp(p[4:]))),
        np.r_[np.ones(4), np.log([0.2, 0.6, 1.8, 5.4])], method="BFGS")
    summed[dim] = np.exp(-fit.fun)
    assert 0.998 * best[dim] < summed[dim] < best[dim] * (1 + 1e-6)
    assert best[dim] < dim ** (-dim / 2)
assert abs(best[1] - 1 / np.sqrt(3)) < 1e-6

# ---------- model parameters ----------
mass_ratio, spacing = 5.0, 4.0                       # electron masses, Angstrom
h2m = const.hbar ** 2 / (mass_ratio * const.m_e * const.e) * 1e20  # eV A^2
hop = h2m / (2 * spacing ** 2)                       # eV
S1, S3 = 0.05, 2.0                                   # eV
g1, g3 = S1 * spacing, S3 * spacing ** 3


# ---------- Gaussian packet, energy by quadrature of the definition ----------
def packet_energy(dim, g, L):
    def radial(f):
        return quad(lambda u: AREA[dim] * u ** (dim - 1) * f(u), 0, 12,
                    epsabs=1e-12, epsrel=1e-12)[0]
    n0 = radial(lambda u: np.exp(-u * u))
    x0 = radial(lambda u: u * u * np.exp(-u * u))
    q0 = radial(lambda u: np.exp(-2 * u * u))
    return h2m / 2 * x0 / n0 / L ** 2 - g / 2 * q0 / n0 ** 2 / L ** dim


L1 = np.sqrt(2 * np.pi) * h2m / g1
L3 = g3 / (h2m * (2 * np.pi) ** 1.5)
low1 = minimize_scalar(lambda L: packet_energy(1, g1, L),
                       bounds=(L1 / 5, 5 * L1), method="bounded")
top3 = minimize_scalar(lambda L: -packet_energy(3, g3, L),
                       bounds=(L3 / 2, 5 * L3), method="bounded")
E1_packet = -g1 ** 2 * single[1] ** 2 / (8 * h2m)
E3_packet = 2 * h2m ** 3 / (27 * g3 ** 2 * single[3] ** 2)
assert abs(low1.x / L1 - 1) < 1e-3 and abs(low1.fun / E1_packet - 1) < 1e-6
assert abs(top3.x / L3 - 1) < 1e-3 and abs(-top3.fun / E3_packet - 1) < 1e-6
assert abs(packet_energy(3, g3, 2 * L3 / 3)) < 1e-9
g2_packet = h2m / single[2]
for L in (3.0, 30.0):
    assert packet_energy(2, 0.99 * g2_packet, L) > 0
    assert packet_energy(2, 1.01 * g2_packet, L) < 0

E1_best = -g1 ** 2 * best[1] ** 2 / (8 * h2m)
E3_best = 2 * h2m ** 3 / (27 * g3 ** 2 * best[3] ** 2)
S2_best = h2m / best[2] / spacing ** 2
assert abs(E3_best / (norm[3] ** 2 * hop ** 3 / S3 ** 2) - 1) < 1e-4


# ---------- 1D: deformation and electron minimized together ----------
def chain_energy(delta, S):
    root = np.sqrt(S)
    val, vec = eigh_tridiagonal(2 - root * delta, -np.ones(len(delta) - 1),
                                select="i", select_range=(0, 0))
    return (0.5 * np.sum(delta ** 2) + val[0],
            delta - root * vec[:, 0] ** 2)


sites = np.arange(81) - 40
chain = minimize(chain_energy, 0.01 * np.exp(-sites ** 2 / 288.0),
                 args=(S1 / hop,), jac=True, method="L-BFGS-B",
                 options=dict(maxiter=3000, ftol=1e-15, gtol=1e-8))
E1_chain = chain.fun * hop
assert abs(E1_chain / E1_best - 1) < 0.02   # lattice correction of order (a/L)^2


# ---------- lattice states at given binding, for wide states and for 1D ----
def bound_state(dim, omega, n):
    """S and E of the even state at binding omega, periodic box of n sites."""
    m = n // 2 + 1                       # one octant is stored
    steps = np.arange(m)
    band = 2 - 2 * np.cos(2 * np.pi * steps / n)
    denom = omega + sum(np.meshgrid(*[band] * dim, indexing="ij"))
    copies = np.full(m, 2.0)
    copies[[0, -1]] = 1.0
    weight = np.prod(np.meshgrid(*[copies] * dim, indexing="ij"), axis=0)
    grid = np.meshgrid(*[steps] * dim, indexing="ij")
    radius = np.sqrt(sum(q.astype(float) ** 2 for q in grid))
    source = (1 / np.cosh(np.sqrt(omega) * radius)) ** 3
    for _ in range(600):
        phi = idctn(dctn(source, type=1) / denom, type=1)
        cube = phi * phi * phi
        if np.max(np.abs(source - cube)) < 1e-9 * np.max(np.abs(cube)):
            break
        factor = np.sum(weight * phi * source) / np.sum(weight * phi * cube)
        source = factor ** 1.5 * cube
    else:
        raise AssertionError("bound state not converged")
    S = np.sum(weight * phi * phi)
    kinetic = np.sum(weight * phi * source) / S - omega
    return S, kinetic - np.sum(weight * phi * cube) / (2 * S)


# 1D: one branch, starting at zero coupling, always below the free state
branch = [bound_state(1, w, 128) for w in np.geomspace(0.02, 20, 12)]
assert all(np.diff([b[0] for b in branch]) > 0)
assert all(b[1] < 0 for b in branch)


def to_zero(values):
    """Quadratic extrapolation from omega = h, 2h, 4h to omega = 0."""
    return (8 * values[0] - 6 * values[1] + values[2]) / 3


wide2 = [bound_state(2, w, 64) for w in (0.03, 0.06, 0.12)]
wide3 = [bound_state(3, w, n)
         for w, n in ((0.0075, 128), (0.015, 96), (0.03, 64))]
limit2 = to_zero([s[0] for s in wide2])
ratio3 = [s[1] * s[0] ** 2 / norm[3] ** 2 for s in wide3]
limit3 = to_zero(ratio3)
assert abs(limit2 / norm[2] - 1) < 0.01
assert abs(limit3 - 1) < 0.02
assert all(s[0] < norm[2] and s[1] > 0 for s in wide2)


# ---------- lattice states at given Q = sum psi^4 ----------
class Branch:
    """Stationary states followed from compact (Q near 1) to wide (small Q).

    Sites equivalent by symmetry share one unknown. Unknowns: psi, S, omega.
    """
    TOP, STEP = 0.9, 0.9

    def __init__(self, dim, half, q_min):
        self.dim, self.half = dim, half
        orbits = list(combinations_with_replacement(range(half + 1), dim))
        index = {o: i for i, o in enumerate(orbits)}
        self.index = index
        self.weight = np.array([
            len(set(permutations(o)))
            * np.prod([2 if 0 < c < half else 1 for c in o])
            for o in orbits], dtype=float)
        rows, cols, vals = [], [], []
        for o, i in index.items():
            rows.append(i)
            cols.append(i)
            vals.append(2.0 * dim)
            for axis in range(dim):
                for step in (1, -1):
                    c = list(o)
                    c[axis] = abs(c[axis] + step)
                    if c[axis] > half:
                        c[axis] = 2 * half - c[axis]
                    rows.append(i)
                    cols.append(index[tuple(sorted(c))])
                    vals.append(-1.0)
        self.lap = csc_matrix((vals, (rows, cols)), shape=[len(orbits)] * 2)
        self.table = [self.newton(self.TOP, self.compact_guess(self.TOP))]
        q = self.TOP * self.STEP
        while q > q_min:
            guess = self.table[-1]
            if len(self.table) > 1:
                guess = 2 * self.table[-1] - self.table[-2]
            self.table.append(self.newton(q, guess))
            q *= self.STEP
        self.q_low = q / self.STEP

    def compact_guess(self, q):
        x = np.zeros(len(self.weight) + 2)
        side = np.sqrt((1 - np.sqrt(q)) / (2 * self.dim))
        x[0] = q ** 0.25
        x[self.index[(0,) * (self.dim - 1) + (1,)]] = side
        x[-2] = 1 / (side * x[0])
        x[-1] = x[0] / side - 2 * self.dim
        return x

    def newton(self, q, guess):
        psi, S, omega = guess[:-2].copy(), guess[-2], guess[-1]
        w = self.weight
        for _ in range(40):
            cube = psi ** 3
            F = self.lap @ psi + omega * psi - S * cube
            f = np.array([(w @ psi ** 2 - 1) / 2, (w @ psi ** 4 - q) / 4])
            if max(np.max(np.abs(F)), np.max(np.abs(f))) < 1e-11:
                return np.r_[psi, S, omega]
            core = (self.lap + diags(omega - 3 * S * psi ** 2)).tocsc()
            y = splu(core).solve(np.column_stack([-F, -cube, psi]))
            c = np.array([w * psi, w * cube])
            dS, dw = np.linalg.solve(c @ y[:, 1:], c @ y[:, 0] + f)
            psi = psi + y[:, 0] - y[:, 1] * dS - y[:, 2] * dw
            S, omega = S + dS, omega + dw
        raise AssertionError("lattice state not converged")

    def state(self, q):
        """S, E and psi (one value per set of equivalent sites)."""
        if q > self.TOP:
            guess = self.compact_guess(q)
        else:
            place = np.log(q / self.TOP) / np.log(self.STEP)
            i = min(int(place), len(self.table) - 2)
            f = place - i
            guess = (1 - f) * self.table[i] + f * self.table[i + 1]
        x = self.newton(q, guess)
        psi, S = x[:-2], x[-2]
        kinetic = self.weight @ (psi * (self.lap @ psi))
        return S, kinetic - S * q / 2, psi

    def at_coupling(self, S, low, high):
        q = brentq(lambda v: self.state(v)[0] - S, low, high)
        return self.state(q)

    def unfold(self, psi):
        """Values on the full periodic lattice, centred on site zero."""
        n = 2 * self.half
        lookup = np.zeros([self.half + 1] * self.dim, dtype=int)
        for o, i in self.index.items():
            lookup[o] = i
        fold = np.minimum(np.arange(n), n - np.arange(n))
        grid = np.sort(np.array(np.meshgrid(*[fold] * self.dim,
                                            indexing="ij")), axis=0)
        return psi[lookup[tuple(grid)]]


family = {2: Branch(2, 24, 0.01), 3: Branch(3, 16, 0.005)}
COMPACT = 0.998
onset, crossing, turning = {}, {}, {}
for dim, fam in family.items():
    # the slope of the kinetic energy in Q must be S/2
    h, q = 1e-3, 0.1
    upper, lower = fam.state(q + h), fam.state(q - h)
    slope = (upper[1] + upper[0] * (q + h) / 2
             - lower[1] - lower[0] * (q - h) / 2) / (2 * h)
    assert abs(slope / (fam.state(q)[0] / 2) - 1) < 1e-3
    found = minimize_scalar(lambda v: fam.state(np.exp(v))[0],
                            bounds=(np.log(0.05), np.log(0.97)),
                            method="bounded")
    turning[dim], onset[dim] = np.exp(found.x), found.fun
    assert 0.06 < turning[dim] < 0.96
    q0 = brentq(lambda v: fam.state(v)[1], turning[dim], COMPACT)
    crossing[dim] = fam.state(q0)[0]
    assert onset[dim] < crossing[dim] < 4 * dim
assert crossing[2] < norm[2]

# 3D example: barrier state and small polaron at the same coupling
s3 = S3 / hop
_, top_energy, top_psi = family[3].at_coupling(s3, family[3].q_low, turning[3])
_, small_energy, small_psi = family[3].at_coupling(s3, turning[3], COMPACT)
top_state = family[3].unfold(top_psi)
assert abs(np.sum(top_state ** 2) - 1) < 1e-9
assert top_energy > 0 > small_energy


# ---------- energy descent on the lattice ----------
def neighbours(psi):
    return sum(np.roll(psi, s, axis) for axis in range(psi.ndim)
               for s in (1, -1))


def energy(psi, S):
    return (2 * psi.ndim - np.sum(psi * neighbours(psi))
            - S / 2 * np.sum(psi ** 4))


def descend(psi, S, steps):
    """Repeated small relaxation steps, with the energy checked to fall."""
    psi = psi / np.linalg.norm(psi)
    last = energy(psi, S)
    for step in range(steps):
        psi = 2 * psi.ndim * psi + neighbours(psi) + S * psi * psi * psi
        psi /= np.linalg.norm(psi)
        if step % 50 == 49:
            now = energy(psi, S)
            assert now <= last + 1e-10
            last = now
    return last, np.sum(psi ** 4)


inner, _ = descend(np.abs(top_state) ** 1.1, s3, 1500)
outer, outer_q = descend(np.abs(top_state) ** 0.9, s3, 1500)
assert abs(inner - small_energy) < 1e-5
assert outer < 0.1 * top_energy and outer_q < 0.1 * np.sum(top_state ** 4)

x = np.fft.fftfreq(64) * 64
broad = np.exp(-(x[:, None] ** 2 + x[None, :] ** 2) / (2 * 4.0 ** 2))
broad /= np.linalg.norm(broad)
broad_q = np.sum(broad ** 4)
above, below = 16.0, 10.0
above_E, above_q = descend(broad, above, 3000)
below_E, below_q = descend(broad, below, 3000)
small_above = family[2].at_coupling(above, turning[2], COMPACT)[1]
small_below = family[2].at_coupling(below, turning[2], COMPACT)[1]
top_below = family[2].at_coupling(below, family[2].q_low, turning[2])[1]
assert abs(above_E - small_above) < 1e-5
assert below_q < 0.3 * broad_q and small_below < 0 < top_below

# ---------- results ----------
print("SHAPE CONSTANTS (dimensionless)")
for dim in (1, 2, 3):
    print(f"d={dim}: N={norm[dim]:.4f}  C best={best[dim]:.5f}"
          f"  4 Gaussians={summed[dim]:.5f}")
    print(f"     C one Gaussian={single[dim]:.5f}"
          f"  elementary bound={dim ** (-dim / 2):.5f}")
print(f"1D energy: best {-best[1]**2/8:.5f}, Gaussian "
      f"{-single[1]**2/8:.5f} m g^2/hbar^2")
print(f"2D critical g: best {1/best[2]:.4f}, Gaussian "
      f"{1/single[2]:.4f}, elementary bound {2.0**(2/2):.1f} hbar^2/m")
print(f"3D barrier: best {2/(27*best[3]**2):.3f}, Gaussian "
      f"{2/(27*single[3]**2):.3f}, elementary bound "
      f"{2/(27*3.0**-3):.1f} hbar^6/(m^3 g^2)")
print("MODEL")
print(f"mass = {mass_ratio:.1f} electron masses, a = {spacing:.1f} Angstrom")
print(f"hbar^2/m = {h2m:.4f} eV Angstrom^2, t = {hop:.5f} eV")
print("ONE DIMENSION")
print(f"S = {S1:.2f} eV, S/t = {S1/hop:.4f}, g = {g1:.3f} eV Angstrom")
print(f"Gaussian length at minimum = {L1:.2f} Angstrom")
print(f"energy, Gaussian = {1e3*E1_packet:.4f} meV")
print(f"energy, best continuum = {1e3*E1_best:.4f} meV")
print(f"energy, lattice = {1e3*E1_chain:.4f} meV")
print("TWO DIMENSIONS")
print(f"small state exists from S/t = {onset[2]:.3f}, "
      f"S = {onset[2]*hop:.4f} eV")
print(f"small state lowest from S/t = {crossing[2]:.3f}, "
      f"S = {crossing[2]*hop:.4f} eV")
print(f"free state unstable from S/t = {norm[2]:.3f}, "
      f"S = {S2_best:.4f} eV")
print(f"same from lattice states, extrapolated: S/t = {limit2:.3f}")
print(f"descent from Gaussian L = 4 a, start Q = {broad_q:.5f}")
print(f"S/t={above:.0f}: final E={above_E:.4f} t, Q={above_q:.5f}; "
      f"small state E={small_above:.4f} t")
print(f"S/t={below:.0f}: final E={below_E:.4f} t, Q={below_q:.5f}; "
      f"small state E={small_below:.4f} t")
print(f"S/t={below:.0f}: lattice barrier = {top_below:.4f} t")
print("THREE DIMENSIONS")
print(f"small state exists from S/t = {onset[3]:.3f}, "
      f"S = {onset[3]*hop:.4f} eV")
print(f"small state lowest from S/t = {crossing[3]:.3f}, "
      f"S = {crossing[3]*hop:.4f} eV")
print(f"S = {S3:.2f} eV, S/t = {s3:.3f}, g = {g3:.1f} eV Angstrom^3")
print(f"Gaussian: barrier at L = {L3:.3f}, zero at L = {2*L3/3:.3f} Angstrom")
for L in (3.0, 4.0, 8.0, 16.0):
    print(f"  Gaussian E(L={L:.0f} Angstrom) = "
          f"{1e3*packet_energy(3, g3, L):.3f} meV")
print(f"barrier, Gaussian = {1e3*E3_packet:.3f} meV")
print(f"barrier, best continuum = {1e3*E3_best:.3f} meV")
print(f"barrier, lattice = {1e3*top_energy*hop:.3f} meV")
print("lattice/continuum barrier at binding 0.0075, 0.015, 0.03 t: "
      + ", ".join(f"{r:.4f}" for r in ratio3))
print(f"the same, extrapolated to zero binding = {limit3:.4f}")
print(f"weight on central site: barrier state {top_psi[0]**2:.4f}, "
      f"small polaron {small_psi[0]**2:.4f}")
print(f"small polaron energy = {small_energy*hop:.4f} eV")
print(f"descent from narrowed barrier state: {inner*hop:.4f} eV")
print(f"descent from widened barrier state: {1e3*outer*hop:.4f} meV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
SHAPE CONSTANTS (dimensionless)
d=1: N=4.0000  C best=0.57735  4 Gaussians=0.57735
     C one Gaussian=0.56419  elementary bound=1.00000
d=2: N=11.7009  C best=0.17093  4 Gaussians=0.17093
     C one Gaussian=0.15915  elementary bound=0.50000
d=3: N=18.8973  C best=0.04074  4 Gaussians=0.04073
     C one Gaussian=0.03456  elementary bound=0.19245
1D energy: best -0.04167, Gaussian -0.03979 m g^2/hbar^2
2D critical g: best 5.8504, Gaussian 6.2832, elementary bound 2.0 hbar^2/m
3D barrier: best 44.638, Gaussian 62.013, elementary bound 2.0 hbar^6/(m^3 g^2)
MODEL
mass = 5.0 electron masses, a = 4.0 Angstrom
hbar^2/m = 1.5240 eV Angstrom^2, t = 0.04762 eV
ONE DIMENSION
S = 0.05 eV, S/t = 1.0499, g = 0.200 eV Angstrom
Gaussian length at minimum = 19.10 Angstrom
energy, Gaussian = -1.0443 meV
energy, best continuum = -1.0936 meV
energy, lattice = -1.1027 meV
TWO DIMENSIONS
small state exists from S/t = 5.701, S = 0.2715 eV
small state lowest from S/t = 6.679, S = 0.3181 eV
free state unstable from S/t = 11.701, S = 0.5573 eV
same from lattice states, extrapolated: S/t = 11.712
descent from Gaussian L = 4 a, start Q = 0.00995
S/t=16: final E=-4.2535 t, Q=0.96739; small state E=-4.2535 t
S/t=10: final E=0.0001 t, Q=0.00072; small state E=-1.4155 t
S/t=10: lattice barrier = 0.0243 t
THREE DIMENSIONS
small state exists from S/t = 7.852, S = 0.3740 eV
small state lowest from S/t = 10.815, S = 0.5151 eV
S = 2.00 eV, S/t = 41.995, g = 128.0 eV Angstrom^3
Gaussian: barrier at L = 5.333, zero at L = 3.555 Angstrom
  Gaussian E(L=3 Angstrom) = -23.504 meV
  Gaussian E(L=4 Angstrom) = 7.944 meV
  Gaussian E(L=8 Angstrom) = 9.923 meV
  Gaussian E(L=16 Angstrom) = 3.473 meV
barrier, Gaussian = 13.397 meV
barrier, best continuum = 9.644 meV
barrier, lattice = 6.965 meV
lattice/continuum barrier at binding 0.0075, 0.015, 0.03 t: 0.9893, 0.9781, 0.9536
the same, extrapolated to zero binding = 0.9998
weight on central site: barrier state 0.0701, small polaron 0.9966
small polaron energy = -0.7211 eV
descent from narrowed barrier state: -0.7211 eV
descent from widened barrier state: -0.0301 meV
ALL CHECKS PASSED
```
